# Why one Fowler-Nordheim slope cannot give both barrier height and tunnelling mass: test program

```python
# Result under test: the Fowler-Nordheim slope of ln(J/E^2) against 1/E is -B,
#   B = 4 sqrt(2 m) phi^(3/2) / (3 hbar e),
# so it fixes only m*phi^3, not barrier height phi and tunnelling mass m apart.
# Symbols: E field in the dielectric, F = e E force, J current density,
# A prefactor in J = A E^2 exp(-B/E), masses in units of the free mass.
# Working units: eV, nm; fields are quoted in MV/cm (1 MV/cm = 0.1 V/nm).
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, simpson, quad
from scipy.optimize import minimize_scalar
from scipy.special import airy

C0 = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18          # hbar^2/2m_e, eV nm^2
Q2 = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9          # Gaussian e^2, eV nm
KT = sc.k * 300.0 / sc.e                              # eV
PHI, MASS, EFERMI = 3.2, 0.5, 7.0                     # eV, m_e, eV
THICK, EPS_OPT, EPS_STAT, GAP = 20.0, 2.1, 3.9, 9.0   # nm, -, -, eV
TRAPS = 1e12                                          # electrons per cm^2
fields = np.linspace(7.0, 9.5, 11)                    # MV/cm
EMID = 8.0                                            # MV/cm


def slope_formula(phi, mass):
    """B in MV/cm."""
    return 10 * 4 * phi**1.5 * np.sqrt(mass / C0) / 3


def exponent(height, force, mass, eps=None):
    """2 * integral of kappa dx by quadrature; eps switches on image force."""
    h = np.asarray(height, float)[..., None]
    image = 0.0 if eps is None else Q2 / (4 * eps)
    root = np.sqrt(h**2 - 4 * force * image)
    middle, half = h / (2 * force), root / (2 * force)
    n = 400
    theta = (np.arange(n) + 0.5) * np.pi / n
    x = middle - half * np.cos(theta)
    area = np.sum(half**2 * np.sin(theta)**2 * np.sqrt(force / x), axis=-1)
    return 2 * np.sqrt(mass / C0) * area * np.pi / n


def current(field, phi, mass, kt=0.0, eps=None):
    """J in A/cm^2 from the integral over effective barrier heights."""
    low = phi - 1.2 if kt else phi
    h = np.linspace(low, phi + 2.5, 1201)
    if kt:
        supply = kt * np.logaddexp(0.0, (h - phi) / kt)
    else:
        supply = h - phi
    t = np.exp(-exponent(h, field / 10, mass, eps))
    k = sc.e**3 * mass * sc.m_e / (2 * np.pi**2 * sc.hbar**3) * 1e-4
    return k * simpson(supply * t, x=h)


def fn_fit(j):
    """Slope B (MV/cm) and prefactor A (A/V^2) of a Fowler-Nordheim plot."""
    p = np.polyfit(1 / fields, np.log(np.asarray(j) / fields**2), 1)
    return -p[0], np.exp(p[1]) * 1e-12


def barrier_from_prefactor(a):
    return sc.e**2 / (16 * np.pi**2 * sc.hbar * a)     # eV


def airy_transmission(force, phi, mass):
    length = (C0 / (mass * force))**(1 / 3)
    ai, aip, bi, bip = airy(phi / (force * length))
    s = 1 / (mass * np.sqrt(EFERMI / C0) * length)
    den = ai**2 + bi**2 + s**2 * (aip**2 + bip**2) + 2 * s / np.pi
    return 4 * s / (np.pi * den)


def wave_transmission(force, phi, mass, thick, anode):
    """Schroedinger equation integrated from the far side to the cathode."""
    if anode:
        start = 1j * mass * np.sqrt((EFERMI + force * thick) / C0)
    else:
        kinetic = force * thick - phi
        start = 1j * np.sqrt(mass * kinetic / C0) - force / (4 * kinetic)
    sol = solve_ivp(
        lambda x, y: [y[1], mass / C0 * (phi - force * x) * y[0]],
        (thick, 0.0), [1 + 0j, start], method="DOP853",
        rtol=1e-9, atol=1e-10)
    assert sol.success
    psi, dpsi = sol.y[:, -1]
    k = np.sqrt(EFERMI / C0)
    incident = (psi + dpsi / (mass * 1j * k)) / 2
    return start.imag / (mass * k * abs(incident)**2)


# Barrier integral and current formula against direct calculation
B = slope_formula(PHI, MASS)
force = EMID / 10
direct = 2 * quad(lambda x: np.sqrt(MASS / C0 * max(PHI - force * x, 0)),
                  0, PHI / force)[0]
assert abs(direct / (B / EMID) - 1) < 1e-5
decay_energy = force / (2 * np.sqrt(MASS * PHI / C0))
A = sc.e**2 / (16 * np.pi**2 * sc.hbar * PHI)
j_closed = A * (EMID * 1e6)**2 * np.exp(-B / EMID)
j_mid = current(EMID, PHI, MASS)
# the first curvature correction to the linearised exponent is 1.5 d/phi
assert abs(1 - j_mid / j_closed - 1.5 * decay_energy / PHI) < 0.005

# Sum over electrode wave vectors, straight from the definition of current
node, weight = np.polynomial.legendre.leggauss(120)
kf, k0 = np.sqrt(EFERMI / C0), np.sqrt((EFERMI - 2.0) / C0)
kk = (k0 + (kf - k0) * (node + 1) / 2)[:, None]
angle = (0.6 * (node + 1) / 2)[None, :]
wk = (weight * (kf - k0) / 2)[:, None] * (weight * 0.3)[None, :]
e_par = C0 * (kk * np.sin(angle))**2
eff = PHI + EFERMI - C0 * kk**2 + e_par / MASS
integrand = kk**3 * np.sin(angle) * np.cos(angle)
integrand = integrand * np.exp(-exponent(eff, force, MASS))
j_k = sc.e / (2 * np.pi**2) * sc.hbar / sc.m_e * 1e36 * 1e-4
j_k *= np.sum(wk * integrand)
assert abs(j_k / j_mid - 1) < 2e-3

# Three pairs with one and the same m*phi^3
barriers = [2.5, PHI, 4.0]
pairs = [(p, MASS * (PHI / p)**3) for p in barriers]
rows = []
for p, m in pairs:
    b_fit, _ = fn_fit([current(f, p, m) for f in fields])
    t_exact = airy_transmission(force, p, m)
    t_wave = wave_transmission(force, p, m, THICK, False)
    assert abs(t_wave / t_exact - 1) < 2e-3
    ratio = np.sqrt(p / m / EFERMI)
    match = 4 * ratio / (1 + ratio**2)
    assert abs(t_exact * np.exp(B / EMID) / match - 1) < 0.03
    ln_t = np.log([airy_transmission(f / 10, p, m) for f in fields])
    b_airy = -np.polyfit(1 / fields, ln_t, 1)[0]
    assert abs(b_fit / B - 1) < 5e-3 and abs(b_airy / B - 1) < 5e-3
    decay = 2 * np.sqrt(m * p / C0)
    thin = [wave_transmission(1e-9, p, m, t, True) for t in (2.0, 2.5)]
    assert abs(np.log(thin[0] / thin[1]) / 0.5 / decay - 1) < 1e-3
    rows.append((p, m, b_fit, b_airy, t_exact, match,
                 current(EMID, p, m), decay))
# control: a pair off the curve must give a different slope
b_off, _ = fn_fit([current(f, 4.0, MASS) for f in fields])
assert abs(b_off / B - (4.0 / PHI)**1.5) < 0.01

# Mass from slope plus independent barrier, with errors by random sampling
rel_b, err_phi = 0.02, 0.1
m_found = C0 * (3 * rows[1][2] / 40)**2 / PHI**3
rel_m = np.hypot(2 * rel_b, 3 * err_phi / PHI)
rng = np.random.default_rng(1)
sb = B * (1 + rel_b * rng.standard_normal(200000))
sp = PHI + err_phi * rng.standard_normal(200000)
sm = C0 * (3 * sb / 40)**2 / sp**3
assert abs(m_found / MASS - 1) < 0.01
assert abs(np.std(sm) / np.mean(sm) / rel_m - 1) < 0.05

# Image force: barrier lowering, current and slope
photo_field = 1.0
lowering = np.sqrt(Q2 * photo_field / 10 / EPS_OPT)
top = minimize_scalar(
    lambda x: photo_field / 10 * x + Q2 / (4 * EPS_OPT * x),
    bounds=(0.05, 20), method="bounded", options={"xatol": 1e-8})
assert abs(top.fun / lowering - 1) < 1e-6
m_uncorrected = MASS * (PHI / (PHI - lowering))**3
y2 = Q2 * force / EPS_OPT / PHI**2
v_num = exponent(PHI, force, MASS, EPS_OPT) / (B / EMID)
assert abs(v_num - (1 - y2 + y2 * np.log(y2) / 6)) < 4e-3
b_ideal, a_ideal = fn_fit([current(f, PHI, MASS) for f in fields])
b_img, a_img = fn_fit([current(f, PHI, MASS, 0, EPS_OPT) for f in fields])
gain_img = current(EMID, PHI, MASS, 0, EPS_OPT) / j_mid
assert gain_img > 5 and abs(b_img / b_ideal - 1) < 0.03

# Temperature
b_hot, _ = fn_fit([current(f, PHI, MASS, KT) for f in fields])
gain_hot = current(EMID, PHI, MASS, KT) / j_mid
arg = np.pi * KT / decay_energy
assert abs(gain_hot / (arg / np.sin(arg)) - 1) < 0.03
b_all, a_all = fn_fit([current(f, PHI, MASS, KT, EPS_OPT) for f in fields])
phi_ideal = barrier_from_prefactor(a_ideal)
phi_all = barrier_from_prefactor(a_all)
assert abs(phi_ideal / PHI - 1) < 0.15 and phi_all < 0.5 * PHI
lever = np.exp(0.01 * B * np.mean(1 / fields))

# Electrons trapped in the middle of the film, at fixed voltage
shift = 4 * np.pi * Q2 * TRAPS * 1e-14 / EPS_STAT * 0.5 * 10   # MV/cm
n = 401
h = THICK / (n - 1)
mat = np.diag(-2 * np.ones(n)) + np.diag(np.ones(n - 1), 1)
mat += np.diag(np.ones(n - 1), -1)
mat[0], mat[-1] = 0, 0
mat[0, 0] = mat[-1, -1] = 1
rhs = np.zeros(n)
rhs[-1] = -force * THICK
rhs[n // 2] = -4 * np.pi * Q2 * TRAPS * 1e-14 / EPS_STAT * h
energy = np.linalg.solve(mat, rhs)
cathode_field = -(energy[1] - energy[0]) / h * 10
assert abs(EMID - cathode_field - shift) < 1e-6
b_trap, _ = fn_fit([current(f - shift, PHI, MASS) for f in fields])

# Two-band dispersion in the gap: kappa^2 proportional to U (1 - U/gap)
gap_int = quad(lambda u: np.sqrt(u * (1 - u / GAP)), 0, PHI)[0]
gap_ratio = gap_int / (2 * PHI**1.5 / 3)
r = PHI / GAP
assert abs(gap_ratio - (1 - 0.3 * r - 3 * r**2 / 56)) < 3e-3
b_gap = B * gap_ratio

# Coherent reflection at the anode
scan = np.linspace(8.0, 8.3, 16) / 10
ripple = max(abs(wave_transmission(f, PHI, MASS, THICK, True)
                 / airy_transmission(f, PHI, MASS) - 1) for f in scan)
v_ox = np.sqrt((force * THICK - PHI) / MASS)
v_an = np.sqrt(EFERMI + force * THICK)
refl = abs(v_ox - v_an) / (v_ox + v_an)
assert abs(ripple / (2 * refl / (1 - refl)) - 1) < 0.3

print(f"inputs: barrier {PHI} eV, mass {MASS} m_e, Fermi energy {EFERMI} eV")
print(f"film {THICK} nm, optical eps {EPS_OPT}, static eps {EPS_STAT}")
print(f"gap {GAP} eV, field window {fields[0]} to {fields[-1]} MV/cm")
print(f"B for 1 eV and 1 m_e: {slope_formula(1, 1):.2f} MV/cm")
print(f"B of example: {B:.1f} MV/cm = {B / 10:.2f} V/nm")
print(f"m*phi^3: {MASS * PHI**3:.2f} m_e eV^3")
print(f"A of example: {A:.3e} A/V^2")
print(f"at {EMID} MV/cm: exponent B/E {B / EMID:.2f}")
print(f"  tunnel distance {PHI / force:.2f} nm")
print(f"  decay energy d {decay_energy:.4f} eV")
print(f"  J closed formula {j_closed:.3e} A/cm^2")
print(f"  J barrier-height integral {j_mid:.3e} A/cm^2")
print(f"  J wave-vector sum {j_k:.3e} A/cm^2")
print(f"J at window ends: {current(fields[0], PHI, MASS):.2e} and "
      f"{current(fields[-1], PHI, MASS):.2e} A/cm^2")
for p, m, bf, ba, t, mt, j, dc in rows:
    print(f"pair phi {p} eV, m {m:.3f} m_e:")
    print(f"  slope from J {bf:.1f}, from Airy T {ba:.1f} MV/cm")
    print(f"  at {EMID} MV/cm: T {t:.2e}, matching factor {mt:.2f}")
    print(f"  J {j:.2e} A/cm^2; low-bias decay constant {dc:.2f} 1/nm")
print(f"control phi 4.0 eV, m {MASS} m_e: slope {b_off:.1f} MV/cm")
print(f"assumed errors: slope {100 * rel_b:.0f} %, barrier {err_phi} eV")
print(f"mass found {m_found:.3f} m_e, error {100 * rel_m:.1f} % = "
      f"{m_found * rel_m:.3f} m_e")
print(f"photoemission lowering at {photo_field} MV/cm: {lowering:.3f} eV")
print(f"  mass if lowering is ignored: {m_uncorrected:.3f} m_e")
print(f"1 % slope error changes the intercept A by factor {lever:.2f}")
print(f"barrier from intercept, ideal current: {phi_ideal:.2f} eV")
print(f"  same with image force and 300 K: {phi_all:.2f} eV")
print(f"image force: J times {gain_img:.1f} at {EMID} MV/cm")
print(f"300 K: J times {gain_hot:.2f} at {EMID} MV/cm")
print(f"trapped {TRAPS:.0e} cm^-2: cathode field down {shift:.3f} MV/cm")
print("apparent slope, and mass inferred with the barrier known:")
for name, b in (("ideal", b_ideal), ("image force", b_img),
                ("300 K", b_hot), ("image and 300 K", b_all),
                ("trapped charge", b_trap), ("two-band gap", b_gap)):
    print(f"  {name}: {b:.1f} MV/cm ({100 * (b / B - 1):+.1f} %), "
          f"{MASS * (b / B)**2:.3f} m_e")
print(f"coherent anode reflection: T ripple up to {100 * ripple:.1f} %")
print("no test failed")
```

Output:

```
inputs: barrier 3.2 eV, mass 0.5 m_e, Fermi energy 7.0 eV
film 20.0 nm, optical eps 2.1, static eps 3.9
gap 9.0 eV, field window 7.0 to 9.5 MV/cm
B for 1 eV and 1 m_e: 68.31 MV/cm
B of example: 276.5 MV/cm = 27.65 V/nm
m*phi^3: 16.38 m_e eV^3
A of example: 4.817e-07 A/V^2
at 8.0 MV/cm: exponent B/E 34.56
  tunnel distance 4.00 nm
  decay energy d 0.0617 eV
  J closed formula 3.012e-08 A/cm^2
  J barrier-height integral 2.930e-08 A/cm^2
  J wave-vector sum 2.930e-08 A/cm^2
J at window ends: 1.61e-10 and 9.64e-06 A/cm^2
pair phi 2.5 eV, m 1.049 m_e:
  slope from J 276.3, from Airy T 276.5 MV/cm
  at 8.0 MV/cm: T 1.70e-15, matching factor 1.74
  J 3.75e-08 A/cm^2; low-bias decay constant 16.59 1/nm
pair phi 3.2 eV, m 0.500 m_e:
  slope from J 276.3, from Airy T 276.5 MV/cm
  at 8.0 MV/cm: T 1.95e-15, matching factor 2.00
  J 2.93e-08 A/cm^2; low-bias decay constant 12.96 1/nm
pair phi 4.0 eV, m 0.256 m_e:
  slope from J 276.3, from Airy T 276.5 MV/cm
  at 8.0 MV/cm: T 1.82e-15, matching factor 1.85
  J 2.34e-08 A/cm^2; low-bias decay constant 10.37 1/nm
control phi 4.0 eV, m 0.5 m_e: slope 386.3 MV/cm
assumed errors: slope 2 %, barrier 0.1 eV
mass found 0.499 m_e, error 10.2 % = 0.051 m_e
photoemission lowering at 1.0 MV/cm: 0.262 eV
  mass if lowering is ignored: 0.646 m_e
1 % slope error changes the intercept A by factor 1.40
barrier from intercept, ideal current: 3.38 eV
  same with image force and 300 K: 0.42 eV
image force: J times 16.3 at 8.0 MV/cm
300 K: J times 1.37 at 8.0 MV/cm
trapped 1e+12 cm^-2: cathode field down 0.232 MV/cm
apparent slope, and mass inferred with the barrier known:
  ideal: 276.3 MV/cm (-0.1 %), 0.499 m_e
  image force: 273.3 MV/cm (-1.1 %), 0.489 m_e
  300 K: 271.1 MV/cm (-2.0 %), 0.481 m_e
  image and 300 K: 268.0 MV/cm (-3.1 %), 0.470 m_e
  trapped charge: 293.3 MV/cm (+6.1 %), 0.563 m_e
  two-band gap: 244.8 MV/cm (-11.5 %), 0.392 m_e
coherent anode reflection: T ripple up to 6.4 %
no test failed
```
